# How junction curvature raises the peak field and lowers breakdown voltage: a program that tests the result

```python
"""Curvature lowers the breakdown voltage of a one-sided abrupt junction.

Result under test: for equal doping and equal voltage, a cylindrical junction
of radius a has a higher peak field than a planar one, and for a convex
ionization coefficient alpha(F) it reaches avalanche at a lower voltage.
Symbols: k = q N / epsilon (V/um^2), x = distance from the junction (um),
w = cylindrical depletion width, W = planar depletion width,
F = field magnitude (V/um), eta = a / (planar width at breakdown).
"""
import numpy as np
from scipy.constants import e as charge, epsilon_0
from scipy.integrate import quad, solve_ivp
from scipy.linalg import solve_banded
from scipy.optimize import brentq

nodes, weights = np.polynomial.legendre.leggauss(120)


def field(x, a, w, k):
    return k * (w - x) * (2 * a + w + x) / (2 * (a + x))


def voltage(a, w, k):
    edge = a + w
    return 0.5 * k * (edge**2 * np.log1p(w / a) - 0.5 * w * (2 * a + w))


def width_at_voltage(a, V, k):
    W = np.sqrt(2 * V / k)
    return brentq(lambda w: voltage(a, w, k) - V, 1e-6 * W, W, xtol=1e-13)


def ionization(a, w, k, alpha):
    """Integral of alpha over the cylindrical depletion layer."""
    span = np.log1p(w / a)
    x = a * np.expm1(0.5 * span * (nodes + 1))
    return 0.5 * span * np.sum(weights * alpha(field(x, a, w, k)) * (a + x))


def planar_ionization(W, k, alpha):
    x = 0.5 * W * (nodes + 1)
    return 0.5 * W * np.sum(weights * alpha(k * (W - x)))


def planar_breakdown(k, alpha, upper):
    return brentq(lambda W: planar_ionization(W, k, alpha) - 1,
                  1e-3, upper, xtol=1e-13)


def breakdown_width(a, k, alpha, W):
    return brentq(lambda w: ionization(a, w, k, alpha) - 1,
                  1e-6 * W, W, xtol=1e-13)


def lower_bound(eta):
    """Lower bound on the voltage ratio for alpha proportional to F^7."""
    p = np.maximum(1.0, (0.75 / eta) ** (1 / 7))
    return 0.5 * (eta**2 + 2 * eta * p) * np.log1p(2 * p / eta) - eta * p


# Model parameters
eps_r, doping_cm3 = 10.0, 1e16
alpha0, F0, power = 1.0, 250.0, 7
k = charge * doping_cm3 * 1e6 / (eps_r * epsilon_0) * 1e-12


def alpha_power(F):
    return alpha0 * (F / F0) ** power


# Electrostatics: finite-difference Poisson solution against the formulas
a, V = 1.0, 300.0
w = width_at_voltage(a, V, k)
W = np.sqrt(2 * V / k)
n = 4000
r = np.linspace(a, a + w, n + 1)
h = r[1] - r[0]
inner = r[1:-1]
low = (inner - h / 2) / (inner * h**2)
up = (inner + h / 2) / (inner * h**2)
band = np.zeros((3, n - 1))
band[0, 1:], band[1], band[2, :-1] = up[:-1], -(low + up), low[1:]
rhs = np.full(n - 1, -k)
rhs[-1] -= up[-1] * V
phi = np.concatenate(([0.0], solve_banded((1, 1), band, rhs), [V]))
F_start = (-3 * phi[0] + 4 * phi[1] - phi[2]) / (2 * h)
F_end = (3 * phi[-1] - 4 * phi[-2] + phi[-3]) / (2 * h)
F_peak = field(0.0, a, w, k)
F_planar = k * W
assert abs(F_start / F_peak - 1) < 1e-4
assert abs(F_end) < 1e-4 * F_peak
area = quad(lambda x: field(x, a, w, k), 0, w, epsabs=1e-9)[0]
assert abs(area / V - 1) < 1e-9

# Equal-voltage profiles: higher peak, smaller width, one crossing
x = np.linspace(0, w, 2001)
difference = field(x, a, w, k) - k * (W - x)
assert F_peak > F_planar and w < W
assert np.all(np.diff(difference) < 0)
assert np.count_nonzero(np.diff(np.sign(difference))) == 1
w_far = width_at_voltage(1000.0, 0.5, 1.0)
assert abs((field(0, 1000.0, w_far, 1.0) - 1) * 1000 - 1 / 3) < 1e-3

# Convexity decides the order of the ionization integrals
for exponent, sign in ((0.5, -1), (1, 0), (2, 1), (7, 1)):
    def law(F, exponent=exponent):
        return (F / F0) ** exponent
    curved = ionization(a, w, k, law)
    flat = planar_ionization(W, k, law)
    if sign == 0:
        assert abs(curved / flat - 1) < 1e-9
    else:
        assert sign * (curved / flat - 1) > 1e-3

# Planar breakdown: closed form against numerical root
W_B = ((power + 1) * (F0 / k) ** power / alpha0) ** (1 / (power + 1))
assert abs(planar_breakdown(k, alpha_power, 50.0) / W_B - 1) < 1e-9
V_B, F_B = 0.5 * k * W_B**2, k * W_B

# Avalanche gain from current-density continuity in cylindrical coordinates
w_break = breakdown_width(a, k, alpha_power, W_B)
V_gain = 0.95 * voltage(a, w_break, k)
w_gain = width_at_voltage(a, V_gain, k)


def continuity(radius, J):
    rate = alpha_power(max(field(radius - a, a, w_gain, k), 0.0))
    total = J[0] + J[1]
    return [rate * total - J[0] / radius, -rate * total - J[1] / radius]


ends = [solve_ivp(continuity, (a, a + w_gain), start, rtol=1e-9,
                  atol=1e-11).y[:, -1] for start in ([1, 0], [0, 1])]
hole_start = -ends[0][1] / ends[1][1]
gain = 1 + hole_start
integral_gain = ionization(a, w_gain, k, alpha_power)
assert abs(gain * (1 - integral_gain) - 1) < 1e-5

# The voltage ratio depends on doping only through eta
k10 = 10 * k
W10 = planar_breakdown(k10, alpha_power, 50.0)
a10 = a * W10 / W_B
w10 = breakdown_width(a10, k10, alpha_power, W10)
ratio10 = voltage(a10, w10, k10) / (0.5 * k10 * W10**2)
assert abs(ratio10 / (voltage(a, w_break, k) / V_B) - 1) < 1e-8


def scaled_breakdown(eta, m):
    """Voltage and peak-field ratios in units of the planar breakdown."""
    width = breakdown_width(eta, 1.0, lambda F: (m + 1) * F**m, 1.0)
    return 2 * voltage(eta, width, 1.0), field(0.0, eta, width, 1.0)


# Large-radius laws, extrapolated from two radii
for m in (3, 7):
    v1, f1 = scaled_breakdown(200.0, m)
    v2, f2 = scaled_breakdown(400.0, m)
    slope_V = 2 * (1 - v2) * 400 - (1 - v1) * 200
    slope_F = 2 * (f2 - 1) * 400 - (f1 - 1) * 200
    assert abs(slope_V - 2 * (m - 1) / (3 * (m + 2))) < 1e-3
    assert abs(slope_F - 1 / (m + 2)) < 1e-3

# Bounds, monotonic dependence on radius, and the small-radius limit
etas = np.geomspace(0.01, 30, 30)
scan = np.array([scaled_breakdown(eta, 7) for eta in etas])
assert np.all(scan[:, 0] < 1) and np.all(scan[:, 1] > 1)
assert np.all(scan[:, 0] > lower_bound(etas))
assert np.all(np.diff(scan[:, 0]) > 0)
small_ratio = scaled_breakdown(0.001, 7)[0]
assert 0 <= small_ratio / lower_bound(0.001) - 1 < 1e-3

# A different ionization law, convex below b/2
A_exp, b_exp = 1000.0, 1500.0


def alpha_exp(F):
    return A_exp * np.exp(-b_exp / F)


W_exp = planar_breakdown(k, alpha_exp, 50.0)
w_exp = breakdown_width(a, k, alpha_exp, W_exp)
V_exp_planar, V_exp = 0.5 * k * W_exp**2, voltage(a, w_exp, k)
F_exp = field(0.0, a, w_exp, k)
assert F_exp < b_exp / 2 and V_exp < V_exp_planar

# Radius that recovers 90 percent of planar breakdown
eta90 = brentq(lambda eta: scaled_breakdown(eta, 7)[0] - 0.9, 0.5, 30)

print(f"relative permittivity: {eps_r:.1f}; doping: {doping_cm3:.1e} cm^-3")
print(f"alpha = {alpha0:.1f} /um at F0 = {F0:.1f} V/um; power m = {power}")
print(f"field slope k = {k:.4f} V/um^2")
print(f"--- equal voltage {V:.1f} V, radius {a:.1f} um ---")
print(f"planar width: {W:.4f} um; cylindrical width: {w:.4f} um")
print(f"planar peak field: {F_planar:.2f} V/um")
print(f"cylindrical peak field: {F_peak:.2f} V/um")
print(f"peak field from finite differences: {F_start:.2f} V/um")
print(f"peak field ratio: {F_peak / F_planar:.4f}")
print(f"planar integral: {planar_ionization(W, k, alpha_power):.4e}")
print(f"cylindrical integral: {ionization(a, w, k, alpha_power):.4e}")
print("--- planar breakdown ---")
print(f"width: {W_B:.4f} um; voltage: {V_B:.2f} V")
print(f"peak field: {F_B:.2f} V/um = {F_B / 100:.4f} MV/cm")
print("--- cylindrical breakdown: one line per radius ---")
print("a(um)  eta  width(um)  V(V)  V/Vplanar  peak(V/um)  bound(V)")
for radius in (0.5, 1.0, 2.0, 5.0, 10.0, 50.0):
    width = breakdown_width(radius, k, alpha_power, W_B)
    V_c = voltage(radius, width, k)
    eta = radius / W_B
    print(f"{radius:4.1f} {eta:7.4f} {width:8.4f} {V_c:8.2f} "
          f"{V_c / V_B:7.4f} {field(0, radius, width, k):8.2f} "
          f"{lower_bound(eta) * V_B:8.2f}")
eta_1 = a / W_B
fixed = 0.5 * (eta_1**2 + 2 * eta_1) * np.log1p(2 / eta_1) - eta_1
print(f"fixed-critical-field voltage at 1 um: {fixed * V_B:.2f} V")
print(f"large-radius estimate at 50 um: {(1 - 4*W_B/(9*50))*V_B:.2f} V")
print(f"radius for 90% of planar: {eta90 * W_B:.2f} um; eta = {eta90:.4f}")
print("--- gain check at 95% of breakdown, radius 1 um ---")
print(f"voltage: {V_gain:.2f} V; ionization integral: {integral_gain:.5f}")
print(f"gain from continuity equations: {gain:.4f}")
print(f"gain from integral: {1 / (1 - integral_gain):.4f}")
print("--- exponential ionization law, radius 1 um ---")
print(f"A = {A_exp:.1f} /um; b = {b_exp:.1f} V/um")
print(f"planar: {V_exp_planar:.2f} V; cylindrical: {V_exp:.2f} V")
print(f"cylindrical peak field: {F_exp:.2f} V/um; b/2: {b_exp/2:.1f} V/um")
print(f"voltage ratio: {V_exp / V_exp_planar:.4f}")
print("PASS")
```

It prints:

```
relative permittivity: 10.0; doping: 1.0e+16 cm^-3
alpha = 1.0 /um at F0 = 250.0 V/um; power m = 7
field slope k = 18.0951 V/um^2
--- equal voltage 300.0 V, radius 1.0 um ---
planar width: 5.7583 um; cylindrical width: 4.2919 um
planar peak field: 104.20 V/um
cylindrical peak field: 244.32 V/um
peak field from finite differences: 244.32 V/um
peak field ratio: 2.3448
planar integral: 1.5726e-03
cylindrical integral: 1.2639e-01
--- planar breakdown ---
width: 12.9038 um; voltage: 1506.49 V
peak field: 233.50 V/um = 2.3350 MV/cm
--- cylindrical breakdown: one line per radius ---
a(um)  eta  width(um)  V(V)  V/Vplanar  peak(V/um)  bound(V)
 0.5  0.0387   3.9803   308.57  0.2048   358.70   306.20
 1.0  0.0775   5.0948   443.94  0.2947   327.04   436.52
 2.0  0.1550   6.3862   612.05  0.4063   300.06   590.43
 5.0  0.3875   8.2450   865.71  0.5747   272.20   790.67
10.0  0.7750   9.6050  1054.69  0.7001   257.27   898.77
50.0  3.8748  11.8400  1363.02  0.9048   239.61  1298.70
fixed-critical-field voltage at 1 um: 282.08 V
large-radius estimate at 50 um: 1333.70 V
radius for 90% of planar: 47.16 um; eta = 3.6545
--- gain check at 95% of breakdown, radius 1 um ---
voltage: 421.74 V; ionization integral: 0.76144
gain from continuity equations: 4.1918
gain from integral: 4.1918
--- exponential ionization law, radius 1 um ---
A = 1000.0 /um; b = 1500.0 V/um
planar: 1212.02 V; cylindrical: 378.50 V
cylindrical peak field: 290.26 V/um; b/2: 750.0 V/um
voltage ratio: 0.3123
PASS
```
